One changed orbital energy gives at most one level per band gap

Suppose that electron emission from a nitride layer shows two trap depths, and that both are to be fitted with a tight-binding model in which the energy of one single orbital at one site is the free parameter. The fit can be run for as long as one likes. One value of the parameter never puts two levels of the same spin into the gap, so the search is for something that the model cannot give. The second depth needs something more, for example another changed orbital, a changed bond, or the repulsion between electrons. These notes show why, starting from two levels.

**Setting**

Let H be the one-electron Hamiltonian for one spin direction, in an orthonormal set of orbitals. The two spins are not coupled, and electrons do not respond to each other. Orbital |0⟩ has its energy changed by a real amount U, and nothing else changes:

H′ = H + U |0⟩⟨0|

**1. Two levels**

Let H have two levels e₁ < e₂, and let orbital 0 have weights w₁ and w₂ in them, both nonzero, with w₁ + w₂ = 1. In the eigenbasis of H, the diagonal elements of H′ are e₁ + Uw₁ and e₂ + Uw₂, and the squared off-diagonal element is U²w₁w₂. The characteristic polynomial is

p(E) = (e₁ + Uw₁ − E)(e₂ + Uw₂ − E) − U²w₁w₂

On multiplying out, the terms in U² cancel:

p(E) = (e₁ − E)(e₂ − E) + Uw₁(e₂ − E) + Uw₂(e₁ − E)

At the old levels this gives

p(e₁) = Uw₁(e₂ − e₁)
p(e₂) = −Uw₂(e₂ − e₁)

The signs are opposite, so one root lies between e₁ and e₂. The other lies below e₁ if U < 0 and above e₂ if U > 0, because p is positive at large |E|. One new level is in the gap, never two.

Limit: let U → −∞. One root runs off to −∞. For the other, the terms in U must cancel, w₁(e₂ − E) + w₂(e₁ − E) = 0, so

E = w₂e₁ + w₁e₂

This is the mean energy of the one state orthogonal to orbital 0, as it should be when that orbital is out of reach.

**2. Any finite number of levels**

Now let H have n levels e₁ ≤ e₂ ≤ … ≤ eₙ, and H′ levels e′₁ ≤ … ≤ e′ₙ. The tool is the min-max rule: in any j-dimensional subspace, the largest mean energy ⟨ψ|H|ψ⟩ of a unit vector is at least eⱼ. The reason is a count of dimensions. The eigenvectors j to n span n − j + 1 dimensions. Added to j this exceeds n, so the two subspaces share a vector, and its mean energy is at least eⱼ. The span of the first j eigenvectors attains the value eⱼ.

Take U < 0. Since ⟨H′⟩ = ⟨H⟩ − |U| |⟨0|ψ⟩|² ≤ ⟨H⟩, no mean energy in the span of the first j eigenvectors of H exceeds eⱼ under H′. The rule applied to H′ gives

e′ⱼ ≤ eⱼ

For the other side, take the span of the first j eigenvectors of H′. The condition ⟨0|ψ⟩ = 0 removes at most one dimension, so at least j − 1 remain. On these vectors ⟨H⟩ = ⟨H′⟩ ≤ e′ⱼ, while the rule for H says that some mean energy there is at least eⱼ₋₁. Hence

eⱼ₋₁ ≤ e′ⱼ ≤ eⱼ  (U < 0)

For U > 0, write H = H′ − U|0⟩⟨0| and exchange the roles of H and H′:

eⱼ ≤ e′ⱼ ≤ eⱼ₊₁  (U > 0)

The levels interlace. The trace adds a sum rule, since H′ − H has trace U:

Σⱼ (e′ⱼ − eⱼ) = U

Limit: if g host levels coincide, interlacing pins at least g − 1 levels of H′ at the same energy. A degenerate host therefore cannot release several levels at once.

**3. A periodic insulator**

Take a block of cells with periodic boundary conditions. Its allowed wavevectors are a subset of those of the infinite crystal, so its levels lie in the bands and none lies in the gap (a, b). Let m levels lie below the gap, so that eₘ ≤ a and eₘ₊₁ ≥ b. For U < 0,

e′ₘ ≤ eₘ ≤ a
e′ₘ₊₂ ≥ eₘ₊₁ ≥ b

so e′ₘ₊₁ alone can be inside. For U > 0 we have e′ₘ₋₁ ≤ eₘ ≤ a and e′ₘ₊₁ ≥ eₘ₊₁ ≥ b, so e′ₘ alone can be inside. That is the claim: at most one level in the gap, per spin. If the host and the change are the same for both spins, each spin has its own copy at the same energy.

The count holds for each gap separately, so one change may fill several gaps. This was tested on 300 random chains of 30 cells with four orbitals per cell, hence three gaps. Orbital energies lay within ±3 eV, hoppings between 0.5 and 1.5 eV, and U within ±6 eV. No gap received more than one level from one changed orbital, and in at least one chain all three gaps received one.

**4. The infinite crystal, without a limit**

The finite block can be avoided. Let c = (a + b)/2 be midgap and r = (b − a)/2 half the gap. Consider all states built from the part of the spectrum of H′ inside (a, b). Suppose that they include two independent states φ₁ and φ₂. Then

ψ = ⟨0|φ₂⟩ φ₁ − ⟨0|φ₁⟩ φ₂

has no amplitude on orbital 0. (If both amplitudes vanish, take ψ = φ₁.) Every energy in ψ, as seen by H′, is closer to c than r, so

‖(H′ − c)ψ‖ < r‖ψ‖

But ⟨0|ψ⟩ = 0 means H′ψ = Hψ, and H has no spectrum closer to c than r:

‖(H − c)ψ‖ ≥ r‖ψ‖

The two lines contradict each other, so there is at most one such state. Periodicity was not used, only the empty interval.

**5. When does the level exist?**

"At most one" includes none. For E in the gap, E − H can be inverted. From H′ψ = Eψ,

(E − H)ψ = U ⟨0|ψ⟩ |0⟩
ψ = U ⟨0|ψ⟩ (E − H)⁻¹|0⟩

Here ⟨0|ψ⟩ cannot vanish, or ψ would vanish. Projecting on ⟨0| and dividing by ⟨0|ψ⟩ gives

1 = U G(E),  G(E) = ⟨0|(E − H)⁻¹|0⟩

Conversely, if this holds, (E − H)⁻¹|0⟩ is an eigenvector. The derivative

G′(E) = −⟨0|(E − H)⁻²|0⟩ < 0

shows that G falls steadily through the gap and takes the value 1/U at most once, which is a second proof.

Let w = |⟨0|ψ⟩|² be the weight of the normalized gap state on the changed orbital. Its norm gives 1 = U²w⟨0|(E − H)⁻²|0⟩ = −U²wG′. Differentiating UG(E(U)) = 1 gives G + UG′ dE/dU = 0, and with G = 1/U,

dE/dU = −1/(U²G′) = w

The level follows the orbital energy in proportion to its weight there.

**6. A trap in a three-dimensional model**

Take a simple cubic lattice with constant 0.35 nm and one conduction and one valence orbital per cell. With qᵢ the wavevector components times the lattice constant, C = Σ cos qᵢ and S = Σ sin qᵢ, the Bloch matrix has, in eV,

E_c = 8 − C,  E_v = −1.2 + 0.4C,  off-diagonal element 0.6 i S

Since C ≤ 3, E_c ≥ 5 and E_v ≤ 0. Mixing pushes the two bands further apart, and it vanishes at q = 0, where C = 3. The gap therefore runs from 0 to 5 eV.

For a conduction orbital, inverting the 2 × 2 matrix and averaging over q gives

G(E) = −average of 1 / [E_c − E + 0.36 S²/(E − E_v)]

Inside the gap both terms in the bracket are positive, so G < 0. Raising a conduction orbital then gives no gap level, and neither does removing it, since |U| → ∞ requires G = 0.

At the upper edge the bracket vanishes as q², but the volume element in three dimensions also carries q², so G stays finite. The level exists for 1/U between the edge values of G, which means

−8.39 eV < U < −2.10 eV

At the weaker end it leaves the conduction band; at the stronger end it enters the valence band. In a block of 512 cells, 0.9 times the stronger limit gives one gap level and 1.1 times gives none.

Now choose U = −4 eV. The block has 1024 levels, 512 of them below the gap. One level appears at 3.710 eV, so the trap depth is

5 − 3.710 = 1.290 eV

A hand estimate shows where this comes from. The bare orbital sits at 8 − 4 = 4 eV. Six conduction neighbours at 8 eV, with hopping 0.5 eV, push it down; six valence neighbours at −1.2 eV, with hopping 0.3 eV, push it up. To second order in the hopping,

E ≈ 4 − 6(0.5)²/4 + 6(0.3)²/5.2 = 4 − 0.375 + 0.104 = 3.729 eV

The remaining 0.02 eV is due to higher orders.

The weight on the changed orbital is 0.867, and the slope dE/dU, found separately by shifting U, agrees. The sum rule can be read as well: the shifts add up to −4 eV, of which the trap level takes −1.29 eV. The other 1023 levels share −2.71 eV, and none of them falls past the old level next below it.

The argument of section 4 also shows in numbers. Among unit vectors without amplitude on orbital 0, the least value of ‖(H′ − c)ψ‖ is 2.500 eV, half the gap. The trap state lies 1.210 eV from midgap, which it can do because it has weight on orbital 0.

**7. A false level in a finite block**

At half the binding value, U = −1.05 eV, the infinite crystal has no gap level. A periodic block of N cells still shows one. The state at q = 0 contributes −1/(Nδ) to G at a depth δ below the edge, and the rest is close to the infinite-crystal value 1/U_b, with U_b = −2.10 eV:

1/U = −1/(Nδ) + 1/U_b

With 1/U = 2/U_b this gives δ = |U_b|/N. For 16³ = 4096 cells the estimate is 0.51 meV, against 0.49 meV computed; for 32³ cells it is 0.064 meV against 0.062 meV. The depth falls as the inverse of the volume, so a shallow level in one block is no proof of a trap. The 4 eV trap behaves differently: its energy in the 512-cell block agrees with a much finer wavevector mesh to better than 0.1 meV.

**8. Where the bound changes**

If k orbital energies change, the argument of section 4 needs k conditions instead of one, and up to k levels per gap are allowed. This includes one parameter shared by a shell: a common on-site energy for three p orbitals changes three orbitals, and in a host of low symmetry it can give three different depths. With a second orbital changed in the random chains, at least one gap did receive two. A cut bond also needs two conditions, one for each end. In a ring of 40 cells with alternating bonds of 2 and 1 eV, whose gap runs from −1 to 1 eV, cutting one strong bond left two levels in the gap. If spin-orbit coupling joins the spins, changing both spin partners is likewise a change of two orbitals, and the bound is two for both spins together.

A charged centre has a Coulomb tail that shifts orbitals at all distances, so no finite count follows. In the effective-mass approximation such a tail binds an endless hydrogenic series. To find its depth, expand the conduction band near q = 0:

E ≈ 5 + 0.5q² + 0.36(q₁ + q₂ + q₃)²/5

The masses are 0.62 electron masses across [111] and 0.43 along it. With their geometric mean, 0.55, and a rough static permittivity of 7, the deepest hydrogenic level lies below the conduction-band edge by

13.6 × 0.55/7² ≈ 0.15 eV

The orbit radius, 0.0529 nm × 7/0.55 ≈ 0.7 nm, is only two lattice constants, so for this deepest level the effective-mass value is a rough one.

**9. Beside a real nitride layer**

The 5 eV gap and the 1.29 eV depth lie in the rough range used for silicon nitride in charge-trap memory, where electron traps are put at about one to two eV. The lattice and the orbitals are not those of the nitride, and a 4 eV shift of one orbital with all bonds intact is an idealization. Real defects involve broken or altered bonds, and the real film is amorphous. Shifting the six neighbouring conduction orbitals by −0.5 eV moves the level to 3.66 eV and leaves it alone in the gap, although the bound would then allow seven. In one sample with random orbital energies of standard deviation 0.2 eV, the level lies at 3.73 eV in a host gap from 0.04 to 4.98 eV. The theorem applies to that gap unchanged. The level itself varies from sample to sample: by the slope found in section 5, the scatter of the changed orbital's own energy alone spreads it by about 0.867 × 0.2 ≈ 0.17 eV.

Electron repulsion is left out, and it is not small. With a rough permittivity of 4, two charges one lattice constant apart repel by about 1 eV, comparable with the trap depth. Two electrons in the same trap sit mostly on one orbital and repel more strongly still if that orbital is compact compared with the lattice constant. Capture of a first and of a second electron can thus differ by a large energy without there being two one-electron levels. Hopping between traps shifts the levels little once they are a nanometre or more apart: the levels of two equal traps along a cube axis split by 30 meV at 1.05 nm and by 0.25 meV at 2.10 nm. As a rate it is not small: a splitting of 0.25 meV carries an electron between two equal traps in πħ/ΔE ≈ 8 ps, so trap-to-trap transfer cannot be dismissed where storage times are concerned.

An applied field F tilts the bands. At the fields used below, applied along [100] or [111], the infinite three-dimensional lattice of section 6 then has no empty interval left, and the bound state acquires a finite lifetime. (This depends on direction: along [123] at 6 MV/cm the Wannier-Stark ladders of the perfect lattice are narrower than their 56 meV step and leave empty intervals.) For a triangular barrier of height φ, with m the lighter mass, twice the decay constant integrated over the width φ/(eF) gives the exponent

B = (2/ħ) ∫ √(2m(φ − eFx)) dx = 4√(2m) φ^(3/2) / (3ħeF)

At 6 MV/cm, B = 11.0; at 1 MV/cm it is six times larger, 66.0. With a rough attempt rate of 10¹³ per second, the emission times are about 6 ns and 4 × 10¹⁵ s. A constant mass is only approximate so deep in the gap. With the decay constant of the model's own bands along [111], B is 10.3 and 61.9, and the times are roughly 2 and 60 times shorter. At the lower field heat acts first: at 358 K the thermal energy is 0.0309 eV, and

10⁻¹³ s × exp(1.290/0.0309) ≈ 1.4 × 10⁵ s

This is under two days, short for a memory meant to hold data for years. It counts only escape over the top of the barrier, for a trap without a Coulomb tail; a centre that is charged when empty has its barrier lowered by the field, by √(eF/(πε₀ε)) ≈ 0.4 eV at 1 MV/cm for a permittivity of 4. At 1 MV/cm an electron lifted part of the way by heat can tunnel through the rest, which by a rough estimate shortens the time about a hundredfold. The estimate is steep: 0.1 eV of extra depth multiplies it by exp(0.1/0.0309) ≈ 25. It also treats one emission as a loss, although an emitted electron may be trapped again. The level count is thus firm under its conditions, while the storage time depends on details of the trap that the count does not fix. Most of the values used here are listed in the numerical output.

Numbers as computed

```
band gap: 5.0 eV; lattice constant: 0.35 nm
hoppings TC, TV, MIX: 0.5, 0.2, 0.3 eV
mean orbital energies, conduction and valence: 8.0, -1.2 eV
supercell: 512 cells, 1024 orbitals per spin
orbital energy change U: -4.0 eV
sum of all level shifts: -4.000000 eV
gap levels for this U: 1; for opposite U: 0
trap level, supercell: 3.71012 eV above valence top
trap level, fine mesh: 3.71016 eV above valence top
trap depth below conduction edge: 1.290 eV
weight on changed orbital: 0.8665
slope dE/dU of the level: 0.8665
least norm of (H'-midgap) without orbital 0: 2.5000 eV
distance of trap level from midgap: 1.2101 eV
U at which level leaves conduction band: -2.099 eV
U at which level enters valence band: -8.392 eV
gap levels at 0.9 and 1.1 of that U: 1, 0
false depth at half binding U, 16^3 cells: 0.4865 meV
false depth at half binding U, 32^3 cells: 0.0624 meV
random chains tested: 300, each with 3 gaps
most levels in one gap, one orbital changed: 1
most gaps filled at once by one change: 3
most levels in one gap, two orbitals changed: 2
dimer ring bonds: 2.0, 1.0 eV; levels after cut: 2
two traps 1.05 nm apart: gap levels 2
pair splitting at 1.05 nm: 30.3860 meV
pair splitting at 2.10 nm: 2.495e-01 meV
six neighbours shifted by: -0.5 eV
lowest gap level then: 3.659 eV; gap levels: 1
site disorder, standard deviation: 0.2 eV
disordered host gap edges: 0.038, 4.977 eV
trap level there: 3.725 eV; levels in gap: 1
mass across and along [111]: 0.622, 0.434 electron masses
rough permittivities, fast and static: 4, 7
Coulomb energy at one lattice constant: 1.03 eV
hydrogenic depth of a charged centre: 0.153 eV
rough attempt rate: 1e+13 1/s
temperature: 358 K; thermal energy: 0.0309 eV
thermal emission time: 1.4e+05 s
field 1 MV/cm: tunnel exponent 66.0, time 4.4e+15 s
field 6 MV/cm: tunnel exponent 11.0, time 5.9e-09 s
```
